# Spin analyzing powers of Møller scattering at tree level, part 1

(Sections cited here and not found follow in the second part.)

## 1. Two slow electrons at ninety degrees

Two slow electrons collide head on and leave at right angles to the beam in the centre-of-mass (CM) frame. If the force does not act on spin, the spatial amplitude is $f(\theta)\pm f(\pi-\theta)$. The total state is antisymmetric, so the plus sign goes with the spin singlet and the minus sign with the triplet. At $\theta=90^\circ$ the triplet amplitude is zero and only the singlet scatters.

Let the electrons have polarization vectors $\mathbf P_b$ (beam) and $\mathbf P_t$ (target), defined in each rest frame and referred to the same axes $x,y,z$. The spin density matrix is
$$\rho=\tfrac14(1+\mathbf P_b\cdot\boldsymbol\sigma)\otimes(1+\mathbf P_t\cdot\boldsymbol\sigma).$$
With total spin $\mathbf J=\frac12(\boldsymbol\sigma_1+\boldsymbol\sigma_2)$ one has $\sigma_i\otimes\sigma_i=2J(J+1)-3$ (sum over $i$), which is $+1$ on the triplet and $-3$ on the singlet. The singlet projector is therefore $\frac14(1-\sigma_i\otimes\sigma_i)$. Since $\mathrm{Tr}[\tfrac12(1+\mathbf P\cdot\boldsymbol\sigma)\sigma_i]=P^i$, its mean in $\rho$ is $\frac14(1-\mathbf P_b\cdot\mathbf P_t)$. The analyzing powers are defined, with final spins unobserved, by
$$d\sigma=d\sigma_0\,\bigl(1+P_b^iA_{ij}P_t^j\bigr),$$
so here $A_{ij}=-\delta_{ij}$: parallel spins do not scatter, whatever their direction.

The same eigenvalues give an identity used throughout. The operator $S$ that swaps two spins is $+1$ on the triplet and $-1$ on the singlet, hence
$$1\otimes1+\sigma_i\otimes\sigma_i=2S,\qquad \langle\xi_c\xi_d|S|\xi_a\xi_b\rangle=(\xi_c^\dagger\xi_b)(\xi_d^\dagger\xi_a).\tag{1}$$

## 2. The tree amplitude, tested on slow electrons

Units are $\hbar=c=1$, the metric is $(+,-,-,-)$, and $e^2=4\pi\alpha$. Only one-photon exchange is kept. In the CM frame the beam electron $p_1$ moves along $+z$, the target electron $p_2$ along $-z$, and the three-momentum $\mathbf p_3=-\mathbf p_4$ points along $\mathbf n=(\sin\theta,0,\cos\theta)$, so $x$ lies in the scattering plane and $y$ is normal to it. Each electron has energy $E=\sqrt s/2=\gamma m$ and momentum $p$. Write $a=\cos\frac\theta2$, $b=\sin\frac\theta2$. For any mass,
$$t=(p_1-p_3)^2=-2p^2(1-\cos\theta)=-4p^2b^2,\qquad u=(p_1-p_4)^2=-4p^2a^2 .$$

Two vertices $ie\gamma^\mu$ and a propagator $-ig_{\mu\nu}/t$ give $i\mathcal M\propto(ie)^2(-i)/t=+ie^2/t$. The second graph has $3\leftrightarrow4$ and a minus sign, because the two final fermion operators anticommute:
$$\mathcal M=e^2\left[\frac{(\bar u_3\gamma^\mu u_1)(\bar u_4\gamma_\mu u_2)}{t}-\frac{(\bar u_4\gamma^\mu u_1)(\bar u_3\gamma_\mu u_2)}{u}\right].\tag{2}$$
Gauge terms $q_\mu q_\nu$ in the propagator drop out, since $\bar u_3\,\gamma\cdot(p_1-p_3)\,u_1=(m-m)\bar u_3u_1=0$.

The polarization refers to the rest frame, so the spinors must be pure boosts of a rest spinor $\xi$. In the chiral basis, $\gamma^\mu=\begin{pmatrix}0&\sigma^\mu\\ \bar\sigma^\mu&0\end{pmatrix}$ with $\sigma^\mu=(1,\boldsymbol\sigma)$, $\bar\sigma^\mu=(1,-\boldsymbol\sigma)$, the rest spinor is $\sqrt m\,(\xi,\xi)$. A boost of rapidity $\eta$ along $\hat{\mathbf p}$ multiplies the upper (L) half by $e^{-\eta\hat{\mathbf p}\cdot\boldsymbol\sigma/2}$ and the lower (R) half by $e^{+\eta\hat{\mathbf p}\cdot\boldsymbol\sigma/2}$. With $me^{\pm\eta}=E\pm p$ and the helicity projectors $\Pi_\pm=\frac12(1\pm\hat{\mathbf p}\cdot\boldsymbol\sigma)$,
$$u_L=\bigl(\sqrt{E-p}\,\Pi_++\sqrt{E+p}\,\Pi_-\bigr)\xi,\qquad u_R=\bigl(\sqrt{E+p}\,\Pi_++\sqrt{E-p}\,\Pi_-\bigr)\xi.\tag{3}$$
This solves the Dirac equation: $p\cdot\sigma=(E-p)\Pi_++(E+p)\Pi_-$ applied to $u_R$ gives $mu_L$, because $\sqrt{(E-p)(E+p)}=m$. Because $\gamma^0\gamma^\mu=\mathrm{diag}(\bar\sigma^\mu,\sigma^\mu)$, a current is
$$\bar u'\gamma^\mu u=u_L'^\dagger\bar\sigma^\mu u_L+u_R'^\dagger\sigma^\mu u_R.\tag{4}$$

Regard $\mathcal M$ as a $4\times4$ matrix $M$ from initial to final spins. A pure state $\chi$ scatters at a rate $\propto|M\chi|^2=\mathrm{Tr}(M\chi\chi^\dagger M^\dagger)$, and a mixture replaces $\chi\chi^\dagger$ by $\rho$. Expanding $\rho$,
$$A_{ij}=\frac{\mathrm{Tr}\,(M\,\sigma_i\otimes\sigma_j\,M^\dagger)}{\mathrm{Tr}\,(MM^\dagger)},\tag{5}$$
together with possible single-spin terms from $\sigma_i\otimes1$ and $1\otimes\sigma_j$, which are shown below to vanish.

For $p\ll m$, (3) gives $u_L=u_R=\sqrt m\,\xi$. In (4) the space parts cancel and the time part is $2m\,\xi'^\dagger\xi$. Then (2) and (1) give $M=4m^2e^2(1/t-S/u)$. With $S^2=1$,
$$M^\dagger M\propto\frac1{t^2}+\frac1{u^2}-\frac{2S}{tu}=\frac{t^2+u^2-tu-tu\,\sigma_k\otimes\sigma_k}{t^2u^2}.$$
Using $\mathrm{Tr}[(\sigma_k\otimes\sigma_k)(\sigma_i\otimes\sigma_j)]=4\delta_{ij}$ and $\mathrm{Tr}\,1=4$,
$$A_{ij}=-\frac{tu}{t^2+u^2-tu}\,\delta_{ij}\qquad(p\ll m).\tag{6}$$
At $t=u$ this is $-\delta_{ij}$, the result of section 1, which confirms the relative sign in (2): a plus sign would have given $M\propto1+S$ and selected the triplet. Equation (6) is a Born result for $v\ll1$. The exact Coulomb amplitudes multiply the interference term $tu$ by $\cos[(\alpha/v_{\rm rel})\ln\tan^2\frac\theta2]$, with $v_{\rm rel}$ the relative velocity, so (6) needs $(\alpha/v_{\rm rel})\,|\ln\tan^2\frac\theta2|\ll1$. This holds at $90^\circ$ for any small velocity and is stricter than $\alpha\ll v_{\rm rel}$ at small angles: for $\alpha/v_{\rm rel}=0.1$ the power at $10^\circ$ is about 12 percent smaller in magnitude than (6).

## 3. Massless helicity amplitudes

Now let $\gamma\gg1$ at fixed $\theta$ and set $m=0$. Then $4p^2=4E^2=s$, so $t=-sb^2$, $u=-sa^2$, $s+t+u=0$. Equation (3) becomes $u=\sqrt{2E}\,(\Pi_-\xi,\Pi_+\xi)$. A positive-helicity electron (R) has only the lower half and a negative-helicity one (L) only the upper half. By (4) an R–R current is $2E\,\xi'^\dagger\sigma^\mu\xi$, an L–L current is $2E\,\xi'^\dagger\bar\sigma^\mu\xi$, and a current between R and L is zero.

The contractions follow from the metric and (1):
$$\sigma^\mu\otimes\bar\sigma_\mu=\bar\sigma^\mu\otimes\sigma_\mu=1+\sigma_i\otimes\sigma_i=2S,\qquad \sigma^\mu\otimes\sigma_\mu=\bar\sigma^\mu\otimes\bar\sigma_\mu=1-\sigma_i\otimes\sigma_i=2-2S.$$
The two currents supply $(2E)^2=s$.

The link between spin and helicity fixes the sign of the final result. With $\uparrow=(1,0)$, $\downarrow=(0,1)$ along $z$, the beam has $\uparrow$ = R, but the target moves along $-z$ and has $\uparrow$ = L. Thus
$$\uparrow\uparrow=RL,\qquad \downarrow\downarrow=LR,\qquad \uparrow\downarrow=RR,\qquad \downarrow\uparrow=LL .$$
For the final electrons take the eigenspinors of $\mathbf n\cdot\boldsymbol\sigma$, $\xi_+=(a,b)$ and $\xi_-=(-b,a)$. Electron 3 is R with $\xi_+$; electron 4 moves along $-\mathbf n$ and is R with $\xi_-$. Final phases cancel in (5). Initial phases do not, and they are fixed by (3). Amplitudes are in units of $e^2$.

For $RL\to RL$, $\xi_1=\xi_2=\uparrow$ and $\xi_3=\xi_4=\xi_+$. The exchange graph would join 1 (R) to 4 (L) and vanishes. The direct graph gives
$$M(RL\to RL)=\frac{2s\,(\xi_3^\dagger\xi_2)(\xi_4^\dagger\xi_1)}{t}=\frac{2sa^2}{t}=-\frac{2u}{t}.$$
For $RL\to LR$, $\xi_3=\xi_4=\xi_-$, and only the exchange graph survives, with bra order $\langle\xi_4\xi_3|$:
$$M(RL\to LR)=-\frac{2s\,(\xi_4^\dagger\xi_2)(\xi_3^\dagger\xi_1)}{u}=-\frac{2s(-b)^2}{u}=+\frac{2t}{u}.$$
From $LR=\downarrow\downarrow$ the overlaps are $\xi_-^\dagger\!\downarrow=a$ and $\xi_+^\dagger\!\downarrow=b$, so $M(LR\to LR)=2sa^2/t=-2u/t$ and $M(LR\to RL)=-2sb^2/u=2t/u$.

For $RR\to RR$, $\xi_1=\uparrow$, $\xi_2=\downarrow$, $\xi_3=\xi_+$, $\xi_4=\xi_-$, and both graphs contribute. The direct element of $2-2S$ is
$$2\bigl[(\xi_3^\dagger\xi_1)(\xi_4^\dagger\xi_2)-(\xi_3^\dagger\xi_2)(\xi_4^\dagger\xi_1)\bigr]=2\bigl[a\cdot a-b(-b)\bigr]=2 .$$
The exchange element has $3\leftrightarrow4$ in this antisymmetric expression and equals $-2$. That sign cancels the Fermi sign in (2):
$$M(RR\to RR)=\frac{2s}{t}+\frac{2s}{u}=\frac{2s(t+u)}{tu}=-\frac{2s^2}{tu}.$$
For $LL\to LL$, $\xi_1=\downarrow$, $\xi_2=\uparrow$, $\xi_3=\xi_-$, $\xi_4=\xi_+$; the direct element is $2[a\cdot a-(-b)b]=2$, and the amplitude is again $-2s^2/tu$. The other ten amplitudes need an R–L current in both graphs and vanish.

Angular momentum checks the numerators. The state $RL$ has $J_z=+1$. The final state $RL$ has $J_n=+1$, which is forbidden when $\mathbf n=-\hat z$, and $a^2$ vanishes there. The states $RR$ and $LL$ have $J_z=0$, and no direction is forbidden. The numerical check builds explicit four-component spinors in the Dirac basis and asserts all sixteen entries, with signs, at six angles.

## 4. Normalization and cross section

Summing squares,
$$\mathrm{Tr}\,MM^\dagger=2\cdot\frac{4s^4}{t^2u^2}+2\left(\frac{4u^2}{t^2}+\frac{4t^2}{u^2}\right)=\frac{8\,(s^4+t^4+u^4)}{t^2u^2}.$$
Let $x=\cos^2\theta$. From $a^2,b^2=\frac12(1\pm\cos\theta)$, the odd powers cancel in $(1+\cos\theta)^4+(1-\cos\theta)^4=2(1+6x+x^2)$, so
$$t^4+u^4=\frac{s^4}{8}(1+6x+x^2),\qquad s^4+t^4+u^4=\frac{s^4}{8}(9+6x+x^2)=\frac{s^4}{8}(3+x)^2,\tag{7}$$
and $tu=s^2a^2b^2=\frac14s^2\sin^2\theta$. The spin average is $\frac14\mathrm{Tr}\,MM^\dagger=4(3+x)^2/\sin^4\theta$. Dividing the two-body phase space $p\,d\Omega/(16\pi^2\sqrt s)$ by the flux $4p\sqrt s$ gives $1/(64\pi^2s)$, and $e^4=16\pi^2\alpha^2$, so
$$\frac{d\sigma_0}{d\Omega}=\frac{\alpha^2}{s}\,\frac{(3+\cos^2\theta)^2}{\sin^4\theta}.\tag{8}$$
This is the density for finding an electron in $d\Omega$. Each event puts one at $\mathbf n$ and one at $-\mathbf n$, so an integral over a region that contains $-\mathbf n$ whenever it contains $\mathbf n$, such as a band symmetric about $90^\circ$ with full azimuth, counts every event twice.

## 5. The longitudinal power

The operator $\sigma_z\otimes\sigma_z$ is $+1$ on $\uparrow\uparrow,\downarrow\downarrow$ (opposite helicities) and $-1$ on $\uparrow\downarrow,\downarrow\uparrow$ (equal helicities). At $90^\circ$, $t=u=-s/2$. The equal-helicity amplitude is $-8$ and the rate is $64$; the opposite-helicity amplitudes are $-2$ and $+2$ and the rate is $4+4=8$. Hence $A_{zz}=(8-64)/(8+64)=-7/9$. At a general angle,
$$A_{zz}=\frac{t^4+u^4-s^4}{t^4+u^4+s^4}=\frac{x^2+6x-7}{(3+x)^2}=\frac{(x-1)(x+7)}{(3+x)^2},$$
where (7) was used. With $1-x=\sin^2\theta$,
$$A_{zz}=-\frac{\sin^2\theta\,(7+\cos^2\theta)}{(3+\cos^2\theta)^2}.\tag{9}$$
The angle is the CM angle. The minus sign belongs to the common $z$ axis; if both polarizations are given as helicities, the target's changes sign and the coefficient at $90^\circ$ is $+7/9$.

For $\theta\to0$, $A_{zz}\to-\theta^2/2$: the amplitudes $-2s^2/tu$ and $-2u/t$ both tend to $2s/t$, and soft photon exchange does not see the spin. To locate the extremum write $1+A_{zz}=(2+12x+2x^2)/(3+x)^2$. Then
$$\frac{dA_{zz}}{dx}=\frac{(12+4x)(3+x)-2(2+12x+2x^2)}{(3+x)^3}=\frac{32}{(3+x)^3}>0 .$$
So $|A_{zz}|$ is largest at $x=0$, and near there $A_{zz}\approx-\frac79+\frac{32}{27}\cos^2\theta$, with no term linear in the deviation from $90^\circ$.

Altering the exchange graph shows its part in the value $-7/9$. Without it the amplitudes are $2s/t$ and $-2u/t$, and $A_{zz}=(u^2-s^2)/(u^2+s^2)$, which is $-3/5$ at $90^\circ$. Adding both graphs incoherently also gives $-3/5$ there, from rates $16+16$ and $8$. The constructive interference in the equal-helicity channel raises $32$ to $64$. With the wrong relative sign, $2s/t-2s/u=0$ at $90^\circ$ and $A_{zz}=+1$. The program asserts the values $-3/5$ (no exchange) and $+1$.

The massless helicity amplitudes have given the unpolarized cross section (8) and the longitudinal power (9), which is largest in magnitude at $90^\circ$, where $A_{zz}=-7/9$. The transverse powers, the effect of the electron mass, the case of a target at rest and a model polarimeter remain.
